Uncertainty of a Nucleation Delay Extrapolated from Two Film Thicknesses

**Problem**

A film is grown by atomic layer deposition on a surface where growth starts late. After the delay the thickness rises by g = 0.1 nm per cycle, and the straight line of steady growth, extended back to zero thickness, meets the cycle axis at N₀ = 40 cycles. An experimenter who knows neither number measures the thickness once after N₁ = 100 cycles and once after N₂ = 200 cycles. The two errors are independent, with zero mean and standard deviation s = 0.2 nm. Cycle counts have no error.

(a) What is the standard deviation of the delay found by drawing a line through the two points?

(b) What would it be if the growth per cycle were known beforehand?

(c) How far is the result displaced if growth sets in gradually instead of abruptly, and does another choice of cycles help?

**Solution of (a)**

In the regime of steady growth the true thickness is

h(N) = g (N − N₀),

so h₁ = 0.1 × 60 = 6 nm and h₂ = 0.1 × 160 = 16 nm. Call the measured values y₁ and y₂, and let L = N₂ − N₁. The line through the two points has slope (y₂ − y₁)/L. It reaches zero thickness at the cycle number D for which

0 = y₁ + (D − N₁)(y₂ − y₁)/L.

Solving for D gives the estimated delay,

D = N₁ − L y₁/(y₂ − y₁).

Without errors this is 100 − 100 × 6/10 = 40 cycles, as it should be.

The errors are small compared with y₂ − y₁, so D may be expanded to first order in them. The thickness y₁ stands in both numerator and denominator, and the quotient rule gives

∂D/∂y₁ = −L [(y₂ − y₁) + y₁]/(y₂ − y₁)² = −L y₂/(y₂ − y₁)².

The thickness y₂ stands in the denominator alone, so

∂D/∂y₂ = +L y₁/(y₂ − y₁)².

At the true values y₂ − y₁ = gL, y₁ = g(N₁ − N₀) and y₂ = g(N₂ − N₀). One factor g and one factor L cancel:

∂D/∂y₁ = −(N₂ − N₀)/(gL) = −160/10 = −16 cycles/nm,

∂D/∂y₂ = +(N₁ − N₀)/(gL) = +60/10 = +6 cycles/nm.

The signs have a simple geometry. Raising the first point lifts and flattens the line, and both changes move the crossing to earlier cycles. Raising the second point steepens the line about the first, which moves the crossing later. Each point acts with a lever equal to the distance of the *other* point from the crossing, so the earlier measurement matters more.

For independent errors the mean of their product vanishes, and the variances add:

u² = s² (∂D/∂y₁)² + s² (∂D/∂y₂)².

Inserting the derivatives and taking the root,

u = (s/g) √[(N₁ − N₀)² + (N₂ − N₀)²]/(N₂ − N₁).

The two contributions are 0.2 × 16 = 3.2 cycles and 0.2 × 6 = 1.2 cycles, so

u = √(3.2² + 1.2²) = 3.4 cycles.

This is 8.5% of the delay. Multiplied by g, it corresponds to 0.34 nm of film.

**Where the uncertainty comes from**

Let M = (N₁ + N₂)/2 = 150 be the middle cycle. Then N₁ − N₀ = (M − N₀) − L/2 and N₂ − N₀ = (M − N₀) + L/2. When the squares are added, the cross terms cancel:

(N₁ − N₀)² + (N₂ − N₀)² = 2(M − N₀)² + L²/2.

The variance therefore splits into two parts:

u² = [s/(g√2)]² + [(M − N₀) √2 s/(gL)]².

The first part is the error of the mean thickness, s/√2, converted to cycles. The second is the error of the slope, √2 s/L = 0.0028 nm per cycle, carried over the 110 cycles from the middle of the data to the crossing. No covariance is missing: with measurement errors e₁ and e₂, the mean of (e₁ + e₂)(e₂ − e₁) is s² − s² = 0. The parts are 1.41 and 3.11 cycles. A slope error of only 2.8% dominates because it is carried over 110 cycles, which is more than half the interval L. The two parts would be equal at a distance of L/2, that is, if the first point lay at the crossing itself.

Two limits follow. If the points move together at a cycle number beyond the onset, L → 0, the slope is lost and u grows without bound; the first-order treatment then fails. If N₁ stays fixed and N₂ becomes very large, the formula tends to u = s/g = 2 cycles. The distant point then fixes the slope, and the error of the first thickness remains.

**Is first order enough?**

The estimate is a ratio, so its mean is slightly displaced. Differentiating once more,

∂²D/∂y₁² = −2L y₂/(y₂ − y₁)³,  ∂²D/∂y₂² = −2L y₁/(y₂ − y₁)³.

The second-order mean shift is s²/2 times their sum:

−s² L (h₁ + h₂)/(h₂ − h₁)³ = −0.04 × 100 × 22/1000 = −0.088 cycles,

which is small beside 3.4. With Gaussian errors there is also a formal point: the denominator can in principle come arbitrarily close to zero, and the ratio then has, strictly, neither a mean nor a finite variance. Here the denominator, 10 nm, is 35 times its own standard deviation, so this has no practical effect. The value u is best read as the half-width of the central 68% interval. In one million simulated pairs of Gaussian measurements that half-width was 3.42 cycles, and the mean shift was −0.09 cycles.

**Solution of (b)**

If g is known, each thickness gives its own estimate of the delay, N − y/g, with standard deviation s/g = 2 cycles. The two estimates are independent and equally good, so they are averaged with equal weights:

u = s/(g√2) = 1.4 cycles.

The 3.4 cycles of part (a) thus belong to the case in which the slope comes from the same two points. The smaller value requires a growth per cycle that is truly known for this process. Suppose a value 5% too high, 0.105 nm per cycle, is borrowed from elsewhere. The mean thickness is 11 nm, and the averaged estimate becomes

150 − 11/0.105 = 45.2 cycles.

The shift of 5.2 cycles exceeds the random error that the borrowed value was meant to reduce.

**Errors that are not independent**

If both thicknesses are too large by the same amount b, the line rises without changing its slope, and the crossing moves by −b/g. For b = 0.2 nm this is −2 cycles. If both are wrong by the same factor, the ratio y₁/(y₂ − y₁) is unchanged, and so is the delay.

If 0.2 nm is a hard limit and not a standard deviation, the contributions add in magnitude in the worst case: 3.2 + 1.2 = 4.4 cycles to first order. The full formula for D gives 4.2 cycles upward and 4.6 cycles downward.

**Solution of (c)**

Take a model in which the surface is at first entirely closed to growth, and in each cycle the closed fraction falls by a constant factor r. After n cycles it is rⁿ, and the average growth in cycle n is g(1 − rⁿ). Summing the geometric series over N cycles,

h(N) = g [N − r(1 − rᴺ)/(1 − r)].

For large N the term rᴺ vanishes, and the delay of the late straight line is r/(1 − r). Setting this equal to N₀ = 40 gives r = 40/41 = 0.976. The thickness can then be written

h(N) = g(N − N₀) + g N₀ rᴺ.

The last term is the excess over the late straight line. At 100 cycles 8.5% of the surface is still closed, and the excess is 0.1 × 40 × 0.0847 = 0.339 nm. At 200 cycles it is 0.029 nm. Measurements free of error would give 6.339 and 16.029 nm, and from them

D = 100 − 100 × 6.339/9.690 = 34.6 cycles.

The delay comes out 5.4 cycles too short, a displacement larger than the random uncertainty. Repeating the thickness measurements does not remove it.

The table compares three choices of cycles, with s held at 0.2 nm for every thickness. The random error is calculated for abrupt onset; the bias is that of the gradual model.

| Measured at (cycles) | Random error (cycles) | Bias (cycles) |
|---|---:|---:|
| 100 and 200 | 3.4 | −5.4 |
| 200 and 300 | 6.1 | −0.7 |
| 100 and 300 | 2.7 | −4.5 |

Moving both points later nearly removes the bias, but the longer extrapolation raises the random error. Widening the interval reduces the random error and leaves most of the bias, because the first point still lies in the transient. Adding the two columns in quadrature gives total errors of about 6.4, 6.1 and 5.2 cycles. This slightly understates them, because in the gradual model the fitted slope is smaller and the scatter larger; the root-mean-square errors in that model are about 6.6, 6.2 and 5.3 cycles. For these numbers the wide interval is the best of the three for a single pair of measurements. The margin is small. If independent films are averaged, the random part shrinks while the bias stays, and with only two films at each cycle number the late pair is already preferable, with a total error of about 4.4 cycles against 4.9 for the wide interval.

A third thickness at 300 cycles would not readily expose the transient. For points at 100, 200 and 300 cycles, the combination h(100) − 2h(200) + h(300) vanishes for a straight line. In the gradual model it equals 0.339 − 2 × 0.029 + 0.002 = 0.28 nm. Its random error is s√(1 + 4 + 1) = 0.49 nm, so one such set cannot reliably distinguish the two kinds of onset. An early point is more telling: at 30 cycles the gradual model gives 0.91 nm, whereas abrupt onset after 40 cycles gives no film at all.

**Drift of the growth per cycle**

Steady growth may itself change, for instance if the temperature drifts. Let x count cycles after an abrupt onset, and let the growth in cycle x be g(1 + εx/X), with ε = 0.05 and X = 160. Summation gives

h/g = (1 + c)x + c x²,  c = ε/(2X) = 0.000156.

The line through x₁ = 60 and x₂ = 160 has slope, in units of g, 1 + c + c(x₁ + x₂). Its crossing lies at x₁ minus h(x₁)/g divided by this slope. Over the common denominator the terms in x₁ and x₁² cancel, leaving

c x₁x₂/[1 + c(1 + x₁ + x₂)] = 1.50/1.035 = 1.45 cycles.

An upward drift of 5% therefore makes the delay appear 1.45 cycles too long.

**Comparison with real processes**

The parameters are round numbers in the rough regime of thermal deposition of metal oxides, where the growth per cycle is of the order of 0.1 nm. A delay of 40 cycles is long, and would suit a surface with few reactive sites. A thickness error of 0.2 nm is plausible when separate films are compared. Repeated optical readings of one film can agree more closely, but they share the errors of the optical model and of any interface layer; such errors are not independent, and a common offset follows the −b/g rule above. Abrupt onset is also open to doubt. If every closed site has the same constant chance of opening in each cycle, as in the gradual model, the delay found from 100 and 200 cycles is about 5 cycles too short. For the same mean delay, a chance that rises with time can make the displacement much smaller. A chance that falls with time, or one that is constant at each site but differs between sites, can make it much larger. Real films can also begin as islands, whose side faces add growing area, and the model does not describe these. If hemispherical islands all start at the same cycle and grow into one another, the mean thickness approaches the late straight line from below, and the delay found is too long instead of too short. The size of that displacement depends on the spacing of the islands. The bias of the gradual model is therefore not a correction to be applied to real films in general. The 3.4 cycles describe the random part alone. To bring that part down to 1 cycle with the same two cycle numbers, each thickness would need an independent error of about 0.06 nm. The remaining values are listed in the numerical output.

Values computed for the example and the checks

```
growth per cycle: 0.10 nm/cycle
true delay: 40 cycles
thickness error (standard deviation): 0.20 nm
true thickness at 100 cycles: 6.0 nm
true thickness at 200 cycles: 16.0 nm
sensitivity to first thickness: -16.00 cycles/nm
sensitivity to second thickness: 6.00 cycles/nm
contribution of first error: 3.20 cycles
contribution of second error: 1.20 cycles
delay uncertainty, formula: 3.418 cycles
same, as film thickness: 0.342 nm
relative delay uncertainty: 8.5 %
simulated measurement pairs: 1000000
simulated standard deviation: 3.43 cycles
simulated 68% half-width: 3.42 cycles
mean shift, second order: -0.088 cycles
mean shift, simulated: -0.092 cycles
thickness difference over its error: 35.4
slope error: 0.00283 nm/cycle
relative slope error: 2.83 %
mean-thickness part of uncertainty: 1.41 cycles
slope part of uncertainty: 3.11 cycles
uncertainty if growth is known: 1.41 cycles
shift if borrowed growth is 5% high: 5.24 cycles
shift from common +0.2 nm offset: -2.00 cycles
shift from common 5% scale error: 0.00 cycles
worst case, hard limits, linear: 4.40 cycles
worst case upward, full: 4.23 cycles
worst case downward, full: -4.58 cycles
thickness error for 1-cycle uncertainty: 0.059 nm
gradual nucleation, factor r: 0.9756
closed surface fraction after 100 cycles: 0.08465
excess thickness at 100 cycles: 0.3386 nm
closed surface fraction after 200 cycles: 0.00717
excess thickness at 200 cycles: 0.0287 nm
closed surface fraction after 300 cycles: 0.00061
excess thickness at 300 cycles: 0.0024 nm
points 100 and 200: random error 3.42 cycles
points 100 and 200: gradual-nucleation bias -5.41 cycles
points 200 and 300: random error 6.11 cycles
points 200 and 300: gradual-nucleation bias -0.71 cycles
points 100 and 300: random error 2.67 cycles
points 100 and 300: gradual-nucleation bias -4.47 cycles
bias from 5% upward growth drift: 1.45 cycles
```
